# Axial and transverse dislocation climb beside a Kirkendall couple

## 1. A wire that is free to change its width

Join two thin wires end to end. The left one ($x<0$) is richer in A, the right one in B, and A is the faster diffuser. More A atoms leave the left side than B atoms enter it. The missing atoms leave vacancies, which edge dislocations absorb by climbing: their extra half-planes shrink and lattice sites disappear. On the right, sites are created.

An edge dislocation whose Burgers vector lies along the unit vector $\mathbf n$ has its extra half-plane perpendicular to $\mathbf n$. Its climb therefore lengthens or shortens the crystal along $\mathbf n$ alone. If the Burgers vectors point equally in all directions and no stress acts, a volume strain $\theta$ is divided into $\theta/3$ along the wire and $\theta/3$ along each transverse direction. The right side becomes thicker, the left side thinner.

This picture holds where the strain varies slowly over one wire radius. In a wide couple, neighbouring slices would have to slide past one another to take up their different widths, and they cannot. The split between axial and transverse climb is thus not a material constant: it depends on the dislocation population and on the stress. The contributions are separated below as total volume, population, stress and free face.

## 2. The total volume change

Let $J_A,J_B$ be the atom fluxes relative to the lattice, $\Omega$ the volume per site, equal for both species, and $N$ the atomic fraction of A. The intrinsic diffusivities $D_A>D_B$ are constant. Then

$$J_A=-\frac{D_A}{\Omega}\frac{\partial N}{\partial x},\qquad J_B=+\frac{D_B}{\Omega}\frac{\partial N}{\partial x}.$$

Each atomic jump moves a vacancy backwards, so

$$J_V=-(J_A+J_B)=\frac{D_A-D_B}{\Omega}\frac{\partial N}{\partial x}.$$

If $q$ sites are created per volume and time, vacancy balance reads $\partial c/\partial t=-\partial J_V/\partial x+q$. With dense sinks the vacancy concentration $c$ stays near its small equilibrium value and the left side is negligible. Hence $q=\partial J_V/\partial x$, and the volume strain rate, positive for swelling, is

$$S=\Omega q=(D_A-D_B)\frac{\partial^2N}{\partial x^2}.$$

No dislocation orientation has entered. Orientation governs where the new volume goes, not how much there is.

For the composition, follow a lattice element with atom numbers $n_A+n_B=1$ at the start. To first order in the composition step, $\dot n_A=D_AN''$ and $\dot n_B=-D_BN''$, with primes for $\partial/\partial x$. Differentiating $N=n_A/(n_A+n_B)$ gives

$$\dot N=(1-N)\dot n_A-N\dot n_B=\tilde D N'',\qquad \tilde D=(1-\bar N)D_A+\bar N D_B,$$

where $\bar N$ is the mean fraction. The split is absent here too, at this order. For an initial step $\Delta N$ the solution is $N=\bar N-\tfrac12\Delta N\,\mathrm{erf}(x/2L)$, with $L=\sqrt{\tilde Dt}$.

Since $S=[(D_A-D_B)/\tilde D]\,\dot N$, time integration gives the accumulated volume strain directly from the change in $N$. The initial fraction was $\bar N-\tfrac12\Delta N\,\mathrm{sgn}\,x$, so

$$\theta=\theta_0\,\mathrm{sgn}(x)\,\mathrm{erfc}\frac{|x|}{2L},\qquad \theta_0=\frac{(D_A-D_B)\Delta N}{2\tilde D}.$$

## 3. Population and stress

Take three orthogonal dislocation families with Burgers vectors along $x,y,z$ and shares $f_x+f_y+f_z=1$ of the total sink strength $K$. Tension $s_k$ along a family's Burgers vector does work $s_k\Omega$ when a site is added to its half-plane. This raises the vacancy concentration in equilibrium with that family to $c_{eq}\exp(s_k\Omega/kT)$, where $kT$ is the thermal energy. For $|s_k|\Omega\ll kT$, the family's site creation rate is

$$q_k=f_kK\left[c_{eq}\left(1+\frac{s_k\Omega}{kT}\right)-c\right].$$

Summing over families, with $\bar s=\sum_jf_js_j$, gives $q=K[c_{eq}(1+\bar s\Omega/kT)-c]$. Use this to eliminate $c$, and multiply by $\Omega$:

$$\dot\varepsilon_k=f_k\left[S+M(s_k-\bar s)\right],\qquad M=\frac{Kc_{eq}\Omega^2}{kT}.$$

Because $\sum_kf_k(s_k-\bar s)=0$, the rates add to $S$. In this linear law stress redistributes the volume change without altering its total. Three cases show its weight.

**No stress.** The split is $f_k$: population alone decides.

**Thin plate, long in $z$.** Here $s_x=s_y=0$ and $\dot\varepsilon_z=0$. The last condition gives $S+M(1-f_z)s_z=0$. Since $\bar s=f_zs_z$,

$$\dot\varepsilon_y=f_y(S-Mf_zs_z)=f_yS\left(1+\frac{f_z}{1-f_z}\right)=\frac{f_y}{f_x+f_y}S.$$

**Constrained interior.** Here $s_x=0$, $s_y=s_z=s$, and both transverse rates vanish. Then $\bar s=(1-f_x)s$, so $S+Mf_xs=0$, and

$$\dot\varepsilon_x=f_x\left[S-M(1-f_x)s\right]=f_xS\left[1+\frac{1-f_x}{f_x}\right]=S.$$

The whole change is axial whatever the population, provided $f_x>0$. The stress $s=-S/(Mf_x)$ is compressive where the crystal swells. It grows without bound as $f_x\to0$, so a crystal lacking axial climb cannot follow this law.

For shares $(0.2,0.5,0.3)$ the transverse part along $y$ is 0.50 without stress, 0.714 in the thin plate and 0 in the interior. The same dislocations produce all three.

For randomly oriented Burgers vectors, the sum over families becomes an average over $\mathbf n$:

$$\dot\varepsilon_{ij}=S\langle n_in_j\rangle+M\langle n_in_j(\mathbf n\cdot\mathbf s\cdot\mathbf n-\bar s)\rangle,\qquad \bar s=\tfrac13\mathrm{tr}\,\mathbf s.$$

Isotropy requires $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle n_in_jn_kn_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The stress average is then $(\delta_{ij}\mathrm{tr}\,\mathbf s+2s_{ij})/15-\delta_{ij}\mathrm{tr}\,\mathbf s/9$. Inserting $s_{ij}=s'_{ij}+\delta_{ij}\mathrm{tr}\,\mathbf s/3$ cancels the trace terms and leaves $2s'_{ij}/15$:

$$\dot\varepsilon_{ij}=\frac S3\delta_{ij}+\frac{s'_{ij}}{2\eta},\qquad \eta=\frac{15}{4M}.$$

The crystal creeps like a viscous fluid that also has a volume source. The transverse share is $1/3$ per axis in a free wire, $1/2$ in a thin plate and zero in the constrained interior.

## 4. The free face

Let the plate occupy $|y|<H$, with $\dot\varepsilon_z=0$, and take one wave of the source, $S=S_0\cos kx$. The stress is $s_{ij}=-p\,\delta_{ij}+2\eta(\dot\varepsilon_{ij}-S\delta_{ij}/3)$.

Start with the interior flow, $v_x=(S_0/k)\sin kx$ and $v_y=0$. Zero axial stress requires $p=4\eta S/3$, and then $s_{yy}=-\tfrac43\eta S-\tfrac23\eta S=-2\eta S$. This flow is in equilibrium, but it needs a normal traction on the faces, and a free face supplies none. We must add a flow without volume source whose face traction is $+2\eta S_0\cos kx$, with zero shear. That added flow is the relief.

Write it as $v_y=U(y)\cos kx$, $v_x=-(U'/k)\sin kx$, which has zero divergence; primes on $U$ mean $d/dy$. Eliminating pressure from the viscous equilibrium equations gives $U''''-2k^2U''+k^4U=0$. By symmetry $U$ is odd:

$$U=a\sinh ky+b\,y\cosh ky.$$

The $x$ equation, $\partial p/\partial x=\eta\nabla^2v_x$, integrates to $p=\eta(U'''/k^2-U')\cos kx$. From

$$U'=(ak+b)\cosh ky+bky\sinh ky,$$
$$U'''=(ak^3+3bk^2)\cosh ky+bk^3y\sinh ky$$

we obtain $p=2\eta b\cosh ky\cos kx$. Therefore

$$s_{yy}=-p+2\eta U'\cos kx=2\eta(ak\cosh ky+bky\sinh ky)\cos kx.$$

Set $h=kH$. Zero shear at the face means $U''+k^2U=0$ there, or

$$2ak^2\sinh h+2bk\sinh h+2bkh\cosh h=0\;\Rightarrow\; ak=-b(1+h\coth h).$$

The normal condition is $ak\cosh h+bh\sinh h=S_0$. Inserting $ak$ and using $\cosh^2h-\sinh^2h=1$,

$$-b\left(\cosh h+\frac h{\sinh h}\right)=S_0\;\Rightarrow\; b=-\frac{S_0\sinh h}{h+\sinh h\cosh h}.$$

At the face the terms in $h\cosh h$ cancel:

$$U(H)=\frac bk\left[-(\sinh h+h\cosh h)+h\cosh h\right]=-\frac{b\sinh h}k.$$

Hence

$$U(H)=HS_0\Phi(kH),\qquad \Phi(h)=\frac{\sinh^2h}{h(h+\sinh h\cosh h)}.$$

$\Phi$ is the transverse share averaged over the thickness. The viscosity has dropped out: stress drives the redistribution, but for a uniform linear viscosity its size does not affect the shape. For $h\to0$, $\Phi\to h^2/(2h^2)=1/2$, the thin-plate value. For $h\to\infty$, $\Phi\to1/h$, so the face velocity tends to $S_0/k$, independent of thickness.

An independent calculation, which minimised the viscous dissipation over trial velocities, tested this formula. At $kH=3$ both give 0.3221, and at $kH=8$ both give 0.1250.

**Where the transverse climb sits.** In a thick plate let $d$ be the depth below the face. The decaying solution is $U=(\alpha+\beta d)e^{-kd}$. Zero shear at $d=0$ gives $2k^2\alpha-2k\beta=0$, so $\beta=k\alpha$, while $\alpha=S_0/k$ from above. Since $d/dy=-d/dd$,

$$\frac{dU}{dy}=S_0\,kd\,e^{-kd}.$$

The local transverse share is zero at the face, reaches $1/e\approx0.37$ at $d=1/k$, and fades below. At the face $s_{yy}=0$, yet $s_{xx}=2\eta S$: on the swelling side the skin is in axial tension, which directs the new sites into axial climb. The ridge is lifted from beneath.

## 5. Relief of the couple

The equations are linear, so strain rates may be integrated in time and waves superposed. The odd function $\theta$ has the sine transform

$$\theta_0\int_0^\infty\mathrm{erfc}\frac{x}{2L}\sin kx\,dx=\frac{\theta_0}{k}\left[1-\frac1{\sqrt\pi L}\int_0^\infty e^{-x^2/4L^2}\cos kx\,dx\right]=\theta_0\frac{1-e^{-k^2L^2}}k,$$

by parts and then by the Gaussian integral. Multiplying each wave by its face response gives the height

$$h_f(x)=\frac{2\theta_0}\pi\int_0^\infty H\Phi(kH)\frac{1-e^{-k^2L^2}}k\sin kx\,dk.$$

Near the joint it is positive on the B-rich side and negative on the A-rich side: a ridge and a groove of equal size.

In the thick limit, a strain wave $\cos kx$ gives the interior axial displacement $\sin kx/k$ and the face height $\cos kx/k$. The relief therefore contains the same waves as the Kirkendall marker displacement, with equal amplitudes, each shifted by a quarter period. Both have the same cause and comparable size.

Far from the joint, but with $x\ll H$, small $k$ dominates. There $(1-e^{-k^2L^2})/k^2\to L^2$ and

$$h_f\simeq\frac{2\theta_0L^2}{\pi x}.$$

The relief thus extends beyond the diffusion zone, because the material is pushed aside mechanically. At distances comparable with $H$, the response $H\Phi\to H/2$ replaces $1/k$ and cuts off this tail. In a plate much thicker than $L$ the height even changes sign a little before $2H$, but the reversed part is less than 1 % of the ridge.

## 6. A plate in the copper–nickel regime

Take $D_A=0.015$ and $D_B=0.005$ µm²/s, $\bar N=0.5$, $\Delta N=0.10$, $H=500$ µm, and 100 h at 1273 K. Then $\tilde D=0.5(0.015+0.005)=0.010$ µm²/s, and

$$L=\sqrt{0.010\times3.6\times10^5}=60\ \text{µm},\qquad \theta_0=\frac{0.010\times0.10}{2\times0.010}=0.050.$$

With wholly axial climb, the joint moves by $-\int_0^\infty\theta\,dx=-2\theta_0L/\sqrt\pi=-3.39$ µm, towards the A-rich side. The ridge is 1.49 µm high, about 54 µm from the joint. The height is 1.08 µm at 120 µm and 0.42 µm at 240 µm, where the local volume strain has fallen to 0.0002. The leading $1/x$ tail would give $2(0.050)(60)^2/(240\pi)=0.48$ µm there, against 0.52 µm for the full thick-plate height. At 480 µm it would give 0.24 µm, but the plate has 0.095 µm: the cutoff at $x\sim H$ is visible.

The effect of thickness, with all else fixed, is:

| $H$ (µm) | ridge (µm) | lateral share of created volume |
|---:|---:|---:|
| 10 | 0.23 | 0.486 |
| 60 | 0.91 | 0.417 |
| 500 | 1.49 | 0.174 |
| 5000 | 1.52 | 0.033 |

The last column is $\int_0^\infty h_f\,dx$ divided by $H\int_0^\infty\theta\,dx$. The ridge height saturates while the share keeps falling. For 500 µm the raised area per face is $0.1736\times500\times3.39=294$ µm²; for 5000 µm it is about 557 µm². The increase of about 263 µm² comes almost wholly from the $1/x$ tail, which is cut at a distance proportional to $H$ and therefore contributes about $(2\theta_0L^2/\pi)\ln10=264$ µm².

The lateral share is taken from the axial motion. Averaged over the 500 µm half-thickness, the joint moves $(1-0.174)\times3.39=2.80$ µm, not 3.39 µm.

A finite-element solution of the same viscous problem tested the relief for $H=2L$. At four positions between $0.5L$ and $4L$ the heights agreed within 0.16 % of the peak, and the lateral shares were 0.348 and 0.349.

## 7. Weighing what was left out

**Pores.** If 20 % of the vacancies that should vanish on the A-rich side collect in pores instead, the groove becomes 0.92 µm deep, not 1.49 µm, a reduction of 38 %. The loss exceeds 20 % because swelling and shrinkage no longer balance. The surplus volume has long-wave components, which the response $1/k$ favours down to $k\sim1/H$, and they lift the face on both sides.

**Crystal orientation.** In a single face-centred cubic crystal with cube axes along the plate axes and $\langle110\rangle$ Burgers vectors, climb creep has a shear viscosity half that for normal stress differences. Minimising dissipation at $k=1/L$ then gives 1.41 times the isotropic height, if climb is the only creep mechanism. The isotropic formula suits an untextured polycrystal whose grains stay much smaller than $L$.

**Atomic size.** For a rough 8 % difference in atomic volume, the composition change at the joint adds $0.08\times0.05=0.004$ to the volume strain, or 8 % of $\theta_0$. If A is larger, as copper is beside nickel, this increases both ridge and groove. This is the whole first-order correction if the fluxes follow the gradient of $N$, as in section 2. If the diffusivities are instead defined by concentration gradients, unequal atomic volumes also change the number of sites created, and most of the correction cancels.

**Finite composition step.** A lattice-cell calculation with separate A and B fluxes and wholly axial growth changes $\theta$ by less than 1 % of $\theta_0$ outside $|x|=0.3L$. Replacing wholly axial by half-axial growth alters the composition by at most 0.8 % of the step. The split leaves the diffusion profile almost untouched here, although it governs the shape.

**Elasticity and vacancy supply.** If vacancies with diffusivity $D_V$ reach the dislocations by diffusion, the sink strength is $K=g\rho D_V$. The product $D_Vc_{eq}\Omega$ is roughly the mean atomic diffusivity, which equals $\tilde D$ at $\bar N=0.5$. Hence $M=Kc_{eq}\Omega^2/kT\simeq g\rho\tilde D\Omega/kT$, where $\rho$ is the dislocation density and $g=2\pi/\ln(R/b)$ contains the dislocation spacing $R=1/\sqrt{\pi\rho}$ and Burgers length $b$. For rough values $\rho=10^{12}$ m⁻², $b=0.25$ nm and a cubic lattice parameter of 0.36 nm, $\eta\approx7\times10^{11}$ Pa s. With a shear modulus of 50 GPa, elastic stress relaxes in about 14 s, far less than 100 h. The peak strain rate at the end, $3.4\times10^{-8}$ s⁻¹, requires an interior stress $2\eta S\approx0.05$ MPa and a vacancy concentration lower by a fraction $4\times10^{-6}$ than the equilibrium value under that stress. Both are small, as the model assumed, but they presume dislocations that climb freely at constant density. A strain $\theta_0$ needs a climb distance $\theta_0/(\rho b)=200$ µm, far beyond the spacing of about 1 µm, so the population must be renewed by sources. Their line-tension stress, of order (shear modulus)$\times b\sqrt\rho\approx12$ MPa, greatly exceeds 0.05 MPa. In a real couple the stress can therefore be much higher and the creep law nonlinear, and the shape found for a uniform linear viscosity is then only a guide. Since $S\propto1/t$ at fixed $x/L$, the first moments of the anneal are outside the model.

**The face itself.** The surface can emit and absorb vacancies. Without stress, this exchange reaches a depth $1/\sqrt{g\rho}\approx1.1$ µm; stress in the skin can make it a few times deeper. In the 500 µm plate this hardly alters the height: the extra sites created in the skin lift the face by about 1 % of the ridge, and the vacancies absorbed at the face lower it by the same amount. In the thinnest plate of the table the two no longer cancel, and the ridge rises by roughly 8 %. For a surface energy of 1.5 J/m², capillary stress is about 1 % of the climb stress. With a rough surface diffusivity of $10^{-9}$ m²/s, surface diffusion removes a fraction of order $10^{-5}$ of a wave with $k=1/L$. At the joint, however, the ideal jump in $\theta$ makes the slope diverge logarithmically, so the formula does not describe the innermost profile.

**The real case.** The diffusivities have the rough order expected for copper–nickel near this temperature, with copper the faster species. The composition step is far smaller than in a couple of the pure metals. Setting $\Delta N=1$ would give $\theta_0=0.5$, where small strain and constant diffusivities both fail; the present numbers must not simply be scaled up. Pores on the copper-rich side would breach the assumptions, and the 38 % reduction above shows how strongly a modest amount acts. A much lower dislocation density would also matter: the climb stress and the depth of vacancy exchange with the face would both rise.

The lateral relief thus measures volume change and constraint together. Near the joint, its sign identifies the side that gains sites, provided climb outweighs the effect of atomic size. In a stress-free wire that is thin beside $L$ but much thicker than the depth of vacancy exchange with its surface, the height compared with the known volume change gives the dislocation share $f_k$ along the measured direction. In a thin plate, stress has already rewritten the shares, and for three orthogonal families along the plate axes the height gives only the ratio $f_y/(f_x+f_y)$. The numerical output gives the remaining values.

## Calculated quantities

```
Temperature 1273 K; anneal 100 h; half-thickness 500 um
Intrinsic D_A 0.015, D_B 0.005 um^2/s; interdiffusion 0.010 um^2/s
Mean fraction of A 0.50; composition step 0.10
Diffusion length L = sqrt(D t): 60.0 um; H/L 8.33
Dilatation amplitude theta0: 0.0500
Marker shift at the joint: -3.39 um
Transverse share per axis, free wire: 0.3333
Transverse share, thin plate: 0.5000
Transverse share, constrained interior: 0.0001
Unequal families f = [0.2 0.5 0.3] free split [0.2 0.5 0.3]
  thin plate split [0.286 0.714 0.   ] interior split [1. 0. 0.]
Phi(kH=0.2): formula 0.49998, least dissipation 0.49998
Phi(kH=1.0): formula 0.49089, least dissipation 0.49089
Phi(kH=3.0): formula 0.32210, least dissipation 0.32210
Phi(kH=8.0): formula 0.12500, least dissipation 0.12500
Local transverse share at depth k*d=0: 0.0000
Local transverse share at depth k*d=1: 0.3679
Local transverse share at depth k*d=2: 0.2707
Local transverse share at depth k*d=4: 0.0733
x=+30 um: dilatation 0.03618, face height 1.347 um
x=+60 um: dilatation 0.02398, face height 1.482 um
x=+120 um: dilatation 0.00786, face height 1.075 um
x=+240 um: dilatation 0.00023, face height 0.420 um
x=+480 um: dilatation 0.00000, face height 0.095 um
Ridge height 1.490 um at x=+53.6 um (groove: mirror image)
H=10 um: ridge 0.231 um at 10.2 um, overall transverse share 0.4858
H=60 um: ridge 0.912 um at 32.7 um, overall transverse share 0.4171
H=500 um: ridge 1.490 um at 53.6 um, overall transverse share 0.1736
H=5000 um: ridge 1.515 um at 54.1 um, overall transverse share 0.0329
Finite-element check, H=2L: worst height error 0.16 % of peak
  overall share 0.3483, formula 0.3488
Neglected, finite step: dilatation error up to 0.7 % of theta0
Effect of split on composition profile: 0.77 % of step
Neglected, atomic size difference 0.08: 8.0 % of theta0
Neglected, pores taking 0.2 of sunk vacancies: groove -0.921 um
Neglected, fcc crystal: viscosity ratio 0.500, height factor at k=1/L 1.411
Rough inputs: dislocations 1e+12 m^-2, shear modulus 50 GPa
  surface energy 1.5 J/m^2, surface diffusivity 1e-09 m^2/s
Climb viscosity 6.94e+11 Pa s; elastic relaxation time 13.9 s
Peak dilatation rate 3.36e-08 1/s; interior stress 0.0467 MPa
Relative vacancy undersaturation 4.1e-06
Depth of vacancy exchange with the face 1.11 um
Capillary stress / climb stress 0.013
Surface-diffusion smoothing exponent at k=1/L 6.3e-06
```
